\section*{How precisely does a finite line determine its edge roughness?}

\section*{Question}

I am stuck on an exercise about line-edge roughness. The edge of a resist line is modelled as a Gaussian random function with an exponential correlation of length 20 nm. I am to show that one line, measured over 2000 nm, determines the rms roughness $\sigma$ to about 7 percent, and that fifty independent lines determine it to 1 percent.

My image gives one edge position every 2 nm, so I have $N=1000$ points. For $N$ independent Gaussian values I know that the relative error of the standard deviation is about $1/\sqrt{2N}$, which is 2.2 percent here, not 7. I can see that neighbouring points are correlated, but I do not know how to count them properly. Would a finer pixel help? And may I really quote $\sigma$ to 1 percent once I have averaged fifty lines?

\section*{Answer}

What matters is the number of correlation lengths in the trace, not the number of pixels. The 1 percent is right as a random error, but some systematic errors are just as large and do not average away.

\subsection*{What is being estimated}

Let $e(x)$ be the deviation of one edge from its true straight position. It is Gaussian with zero mean, and its statistics do not depend on $x$:
\begin{equation}
\langle e(x)e(y)\rangle=\sigma^2\rho(x-y),\qquad \rho(u)=e^{-|u|/\xi},\qquad \xi=20\ \mathrm{nm}.
\end{equation}
From a trace of length $L$ one forms
\begin{equation}
v=\frac1L\int_0^L e(x)^2\,dx,\qquad s=\sqrt v ,
\end{equation}
and takes $s$ as the estimate of $\sigma$. For now the true straight position is assumed known, so that $\langle v\rangle=\sigma^2$. I read ``determines to 7 percent'' as a relative standard error of 7 percent, which is a typical deviation and not a limit on it. I also read ``one line'' as one edge trace.

\subsection*{Fluctuation of the mean square}

The variance of $v$ is a double average of the covariance of $e^2$ at two points:
\begin{equation}
\mathrm{Var}(v)=\frac1{L^2}\int_0^L\!\!\int_0^L \mathrm{Cov}\big(e(x)^2,e(y)^2\big)\,dx\,dy .
\end{equation}
To find that covariance, write $\rho$ for $\rho(x-y)$ and split $e(y)$ into a part proportional to $e(x)$ and an independent rest,
\begin{equation}
e(y)=\rho\,e(x)+\sqrt{1-\rho^2}\,\sigma g ,
\end{equation}
where $g$ is a standard Gaussian variable independent of $e(x)$. This reproduces the variance of $e(y)$ and its covariance with $e(x)$, which is all that defines a Gaussian pair of zero mean. Square it, multiply by $e(x)^2$ and average. The cross term is linear in $g$ and vanishes. With $\langle e^4\rangle=3\sigma^4$,
\begin{align}
\langle e(x)^2e(y)^2\rangle&=3\rho^2\sigma^4+(1-\rho^2)\sigma^4=\sigma^4(1+2\rho^2),\\
\mathrm{Cov}\big(e(x)^2,e(y)^2\big)&=2\sigma^4\rho(x-y)^2=2\sigma^4e^{-2|x-y|/\xi}.
\end{align}
The squared deviations therefore lose their memory over $\xi/2$, half the correlation length of the edge itself.

The integral will be needed for several decay lengths $\ell$, so define
\begin{equation}
A(L,\ell)=\frac1{L^2}\int_0^L\!\!\int_0^L e^{-|x-y|/\ell}\,dx\,dy .
\end{equation}
The integrand is symmetric in $x$ and $y$, so the region $y<x$ gives half of the total:
\begin{align}
A(L,\ell)&=\frac2{L^2}\int_0^L dx\int_0^x e^{-(x-y)/\ell}\,dy
=\frac{2\ell}{L^2}\int_0^L\big(1-e^{-x/\ell}\big)dx\nonumber\\
&=\frac{2\ell}{L}\left[1-\frac{\ell}{L}\big(1-e^{-L/\ell}\big)\right].
\label{eq:A}
\end{align}
With $\ell=\xi/2$ this gives
\begin{equation}
\frac{\mathrm{Var}(v)}{\sigma^4}=2A(L,\xi/2)=\frac{2\xi}{L}\left[1-\frac{\xi}{2L}\big(1-e^{-2L/\xi}\big)\right].
\label{eq:var}
\end{equation}
Here $2\xi/L=40/2000=0.0200$, and the bracket is $1-0.005$, so the relative variance is 0.0199. The mean square itself is known to $\sqrt{0.0199}=14.1$ percent.

For $n$ independent Gaussian values the relative variance would be $2/n$. Comparison with $2\xi/L$ gives $n=L/\xi=100$: your trace is worth 100 independent values for this purpose. In the opposite limit, $L\ll\xi$, $A$ tends to 1 and the relative variance to 2. That is the result for a single Gaussian value, as it should be for a trace too short for the edge to change.

\subsection*{From the mean square to sigma}

Set $v=\sigma^2(1+u)$, where $\langle u\rangle=0$ and $\langle u^2\rangle=\mathrm{Var}(v)/\sigma^4$. For small $u$,
\begin{equation}
\frac{s}{\sigma}=\sqrt{1+u}=1+\frac u2-\frac{u^2}{8}+\dots
\end{equation}
The linear term halves the relative error, so for $L\gg\xi$
\begin{equation}
\frac{\Delta s}{\sigma}\simeq\frac12\sqrt{\frac{2\xi}{L}}=\sqrt{\frac{\xi}{2L}}
=\sqrt{\frac{20}{4000}}=0.0707 .
\label{eq:one}
\end{equation}
This is the 7 percent. The bracket in (\ref{eq:var}) changes it only to 7.05 percent. In a simulation of 40\,000 such edges, each with 1000 points, the standard deviation of $s/\sigma$ was 7.00 percent.

The quadratic term gives a small bias: on average $s$ is low by $0.0199/8$, or 0.25 percent of $\sigma$. The simulation gave 0.27 percent.

\subsection*{Fifty lines}

For $M$ independent edges with the same $\sigma$ and $\xi$, average the mean squares first and take the root afterwards. The variance of the average is $\mathrm{Var}(v)/M$, and the same expansion gives
\begin{equation}
\frac{\Delta s_M}{\sigma}\simeq\sqrt{\frac{\xi}{2ML}}
=\sqrt{\frac{20}{2\times50\times2000}}=0.0100 .
\label{eq:fifty}
\end{equation}
This is the 1 percent. The order of operations matters a little. If you average the fifty values of $s$ instead, the bias of 0.25 percent stays; if you average $v$, the bias is divided by fifty as well.

For traces long compared with $\xi$, this random error depends only on the total length. A relative error $\epsilon$ needs $ML=\xi/(2\epsilon^2)$, here $20/(2\times10^{-4})$ nm, or 100 $\mu$m of edge. At fixed $L$ the error grows as $\sqrt\xi$: with $\xi=40$ nm one trace would give 10 percent, and 1 percent would take a hundred traces.

If the two edges of a line are independent and statistically equal, they count as two traces, and one line gives 5.0 percent. The line width, being the difference of the two edges, then has covariance $2\sigma^2\rho$. Its correlation function is unchanged, so its rms value again has a relative error of 7 percent.

\subsection*{Why more pixels do not help}

With $N$ points at pitch $d$, so that $L=Nd$, the double integral becomes a double sum. Put $q=e^{-2d/\xi}$. For $L\gg\xi$ the ends may be neglected, and each point sees the same geometric series on both sides:
\begin{equation}
\frac{\mathrm{Var}(v)}{\sigma^4}\simeq\frac2N\Big(1+2\sum_{k=1}^{\infty}q^k\Big)
=\frac2N\,\frac{1+q}{1-q}
=\frac{2\xi}{L}\,\frac d\xi\coth\frac d\xi .
\end{equation}
For $d\gg\xi$ the hyperbolic cotangent tends to 1 and the variance to $2/N$, which is your formula for independent points. For $d\ll\xi$ the factor $(d/\xi)\coth(d/\xi)$ tends to 1 and $N$ drops out. At your pitch of 2 nm it is 1.003, so for a noise-free edge a finer pixel could lower the variance by 0.3 percent of its value at most. Detection noise, treated below, adds a term that does depend on $N$. For the noise assumed there it is about 5 percent of the variance. It shrinks with a finer pixel if the noise per point stays the same, and it grows if the noise variance per point rises as $1/d$.

Your 2.2 percent does have a meaning. If $\xi$ were known exactly, you could transform the $N$ correlated values linearly into $N$ independent ones of variance $\sigma^2$, and $1/\sqrt{2N}=2.2$ percent would follow. The extra information sits in the small steps between neighbours,
\begin{equation}
\big\langle[e(x+d)-e(x)]^2\big\rangle=2\sigma^2\big(1-e^{-d/\xi}\big)\simeq\frac{2\sigma^2d}{\xi}.
\end{equation}
They fix the ratio $\sigma^2/\xi$, which gives $\sigma$ only if $\xi$ comes from elsewhere. It also requires the exponential model to hold down to the pixel scale, and positions free of noise: independent noise of rms $\sigma/2$ on each point, even of known size, raises the 2.2 percent to 4.6 percent.

When $\xi$ must be found from the same trace, this advantage disappears. The limit follows from the Fisher information matrix for $\theta=(\ln\sigma,\ln\xi)$,
\begin{equation}
I_{ab}=\tfrac12\,\mathrm{tr}\!\left(C^{-1}\frac{\partial C}{\partial\theta_a}\,C^{-1}\frac{\partial C}{\partial\theta_b}\right),
\end{equation}
where $C$ is the covariance matrix of the points. No unbiased estimate of $\ln\sigma$ can have a standard error below $\sqrt{(I^{-1})_{11}}$. Evaluated for your 1000 points, with the straight position known and no noise, this bound is 7.05 percent. The simple rms value scatters by 7.0 percent; it can lie marginally below the bound because it is slightly biased. There is nothing left to gain.

\subsection*{The straight line you subtract}

In practice the true edge position is unknown, and you subtract the mean $m=\frac1L\int_0^L e\,dx$ of the trace. Then
\begin{equation}
v_c=\frac1L\int_0^L(e-m)^2dx=v-2m^2+m^2=v-m^2 .
\end{equation}
Since $\langle m^2\rangle=\sigma^2A(L,\xi)$, equation (\ref{eq:A}) gives
\begin{equation}
\frac{\langle v_c\rangle}{\sigma^2}=1-\frac{2\xi}{L}\left[1-\frac{\xi}{L}\big(1-e^{-L/\xi}\big)\right]
=1-0.0198 .
\end{equation}
The root of this is 0.990, so $\sigma$ comes out 1.0 percent too low. The loss has the same expected size on every trace. Fifty lines reduce the scatter to 1 percent and leave this bias, equally large, in place.

The cure is to divide $v_c$ by $1-0.0198$. This needs $\xi$, but not accurately: an error of 10 percent in $\xi$ changes the corrected $\sigma$ by about 0.1 percent. In the simulation, 800 groups of fifty edges treated in this way gave a scatter of 1.01 percent.

If you also remove a fitted tilt, you lose a second contribution. The tilt function $t(x)=\sqrt{12}\,(x/L-\tfrac12)$ has zero mean and unit mean square, so the fit removes $c^2$ from $v_c$, with $c=\frac1L\int_0^L e\,t\,dx$. For $\xi\ll L$ the correlation function acts as a narrow peak of area $2\xi$, and
\begin{equation}
\frac{\langle c^2\rangle}{\sigma^2}=\frac1{L^2}\int_0^L\!\!\int_0^L t(x)t(y)\rho(x-y)\,dx\,dy
\simeq\frac{2\xi}{L^2}\int_0^L t^2dx=\frac{2\xi}{L}.
\end{equation}
Mean and tilt together thus remove about $4\xi/L$ of the variance. The value for your sampled trace, end effects included, is 3.9 percent, which makes $\sigma$ 2.0 percent too low unless corrected.

\subsection*{What a real measurement adds}

Your $\xi$, with $\sigma=1$ nm, is a plausible choice for an extreme-ultraviolet resist line seen in a scanning electron microscope, but both values depend on the resist and the process. The value of $\sigma$ cancels from (\ref{eq:one}), but it matters once it is compared with the noise of the microscope. The sizes below are for assumed round values, with everything else held fixed.

\emph{Detection noise.} Suppose each edge position carries independent noise of rms $\sigma_n=0.5$ nm. The measured variance is $\sigma^2+\sigma_n^2$, so the apparent roughness is too large by $\sqrt{1.25}-1=11.8$ percent. This is one of the largest errors of $\sigma$ considered here, and it is the same for one line and for fifty. If $\sigma_n$ is known and $\sigma_n^2$ is subtracted, only extra scatter remains. The covariance between points $i$ and $j$ is now $\sigma^2\rho_{ij}+\sigma_n^2\delta_{ij}$. Squaring it and summing adds $(2/N)(2r+r^2)$ to the relative variance, with $r=\sigma_n^2/\sigma^2=0.25$. That is 0.0011 on top of 0.0200, and the one-edge error rises to 7.3 percent.

\emph{Averaging along the edge.} If each reported position is a uniform average over a length $a$, its variance is $\sigma^2A(a,\xi)$, which for $a\ll\xi$ is about $\sigma^2(1-a/3\xi)$. For $a=2$ nm this lowers $\sigma$ by 1.6 percent.

\emph{Lines that are not independent.} Let the profiles of any two lines have covariance $c\,\sigma^2\rho(x-y)$, for instance because they share a distortion of the scan. The Gaussian rule used above gives $\mathrm{Cov}(v_m,v_n)=c^2\,\mathrm{Var}(v)$. In the average over $M$ lines each $v_m$ has $M-1$ partners, hence
\begin{equation}
\mathrm{Var}(\bar v)=\frac{\mathrm{Var}(v)}{M}\big[1+(M-1)c^2\big].
\end{equation}
For $c=0.2$ and $M=50$ the bracket is 2.96, and the error is 1.7 percent instead of 1.0. For this plain average, more lines of the same kind do not take it below $c$ times the one-line error, which is 1.4 percent. Note that $\sigma^2$ here includes the shared part. If that part is a distortion of the scan, the roughness of the lines themselves is $\sigma\sqrt{1-c}$, and the measured value is too large by $1/\sqrt{0.8}-1=11.8$ percent. When the distortion is the same on every line, subtract the profile averaged over the lines and multiply the mean square by $M/(M-1)$. This removes the bias and returns the scatter to about 1 percent.

\emph{Another correlation function.} For $L\gg\xi$ the general form of (\ref{eq:var}) is $(2/L)\int\rho(u)^2du$, with the integral over all $u$. For $\rho=e^{-(u/\xi)^2}$ the integral is $\xi\sqrt{\pi/2}=1.25\,\xi$ instead of $\xi$, and one edge gives 7.9 percent.

\emph{A skewed edge.} I also simulated $e\propto z+0.1(z^2-1)$, where $z$ is a Gaussian edge with the same exponential correlation. Its skewness is 0.59, and the one-edge error was again 7.9 percent. Neither of these two changes upsets the estimate of 7 percent by much. A correlation with a long tail could do so, because it can make $\int\rho^2du$ much larger.

So you may quote 1 percent as the statistical error of fifty independent lines. To quote it as the accuracy of $\sigma$, you must also correct for noise, averaging along the edge, any distortion shared by the lines and the fitted line, each to well below 1 percent. The length scale of the microscope across the line must be calibrated equally well, because an error in it passes to $\sigma$ in full. The values are given with more digits in the numerical output below.

\section*{Computed values}
\begin{verbatim}
True sigma: 1.0 nm
Correlation length: 20.0 nm
Trace length: 2000 nm
Sampling pitch: 2.0 nm
Points per trace: 1000; edges pooled: 50
Independent values per trace, L/xi: 100 (number)
Relative variance of v, leading 2 xi/L: 0.02000 
Relative variance of v, finite L: 0.01990 
Relative error of v, one edge: 14.107 %
Sigma error, one edge, simple formula: 7.071 %
Sigma error, one edge, finite L: 7.053 %
Sigma error, one edge, simulated: 7.003 %
Sigma error, one edge: 0.0705 nm
Sigma error, two independent edges: 4.987 %
Sigma error, fifty edges, simple: 1.000 %
Sigma error, fifty edges, finite L: 0.997 %
Sigma error, fifty edges, simulated: 1.014 %
Sigma error, fifty edges: 0.0100 nm
Total length for 1 % error: 100.0 um
Simulated edges: 40000; groups: 800
Root-curvature bias, predicted: -0.249 %
Root-curvature bias, simulated: -0.267 %
Variance lost to fitted mean, formula: 1.980 %
Variance lost to fitted mean, simulated: 1.966 %
Sigma bias from fitted mean: -0.995 %
Variance lost to mean and tilt, matrix: 3.923 %
Variance lost to mean and tilt, simulated: 3.907 %
Sigma bias from mean and tilt: -1.981 %
One-edge error after mean correction: 7.064 %
Variance factor from finite pitch: 1.00333 
Fisher bound, xi unknown: 7.051 %
Fisher bound, xi known: 2.236 %
Detection noise: 0.5 nm
Sigma bias if noise is not subtracted: 11.803 %
One-edge error with noise subtracted: 7.262 %
Averaging aperture: 2.0 nm
Sigma bias from aperture: -1.639 %
Assumed line-to-line correlation: 0.2 
Error factor for fifty correlated lines: 1.720 
Fifty-line error, correlated, predicted: 1.716 %
Fifty-line error, correlated, simulated: 1.703 %
Skewness of non-Gaussian edge: 0.590 
One-edge error, skewed, predicted: 7.949 %
One-edge error, skewed, simulated: 7.938 %
One-edge error, correlation exp(-(u/xi)^2): 7.916 %
\end{verbatim}
